The reaction-path Hamiltonian and its vibrationally adiabatic limit, part 1

(Sections cited here and not found follow in the second part.)

When the path between two equivalent minima is gently curved and the vibrations across it are stiff, a tunnelling molecule moves a long way along one coordinate and only a little along the others. One could take the potential energy V₀(s) along the minimum-energy path, give the motion the kinetic energy ½p² with unit mass, and solve the one-dimensional problem. In the three-dimensional model treated at the end this gives a splitting of 0.97 cm⁻¹, while the exact value is 1.67 cm⁻¹. Adding the zero-point energy of the transverse vibrations as it changes along the path raises the estimate to 1.44 cm⁻¹, still 14 % below the exact value. What is missing is kinetic. The path is curved and the normal-mode axes turn along it, so the kinetic energy is not the sum of a path part and a transverse part. The Miller-Handy-Adams reaction-path Hamiltonian contains these couplings, and it shows which one-dimensional operator survives when the transverse vibrations are fast.

**Path, frame and potential**

Hartree atomic units are used (ħ = 1). Coordinates are mass-weighted, x = m^½ × Cartesian position, so the kinetic energy is ½|ẋ|² and lengths are in mₑ^½ bohr. For now x lies in a Euclidean space of dimension F. Overall rotation of a molecule is brought in later. The path a(s) is parametrised by arc length, a prime means d/ds, and v = a′ is a unit vector. The path is a gradient line:

∇V(a(s)) = V₀′(s) v, with V₀(s) = V(a(s)).

At each s the F − 1 orthonormal vectors L_k(s), all orthogonal to v, diagonalise the Hessian Φ = ∇∇V within the normal space: L_kᵀΦL_l = ω_k² δ_kl. The ω_k² are taken positive and distinct. New coordinates (s, Q) are defined by

x = a(s) + Σ_k Q_k L_k(s).

At fixed s the displacement ΣQ_kL_k is a straight Cartesian one, so Taylor's theorem applies directly. The linear term is ΣQ_k L_k·∇V = V₀′ ΣQ_k L_k·v = 0, and

V = V₀(s) + ½Σ_k ω_k² Q_k² + O(Q³). (1)

Since v and the L_l form a complete orthonormal basis, L_k′ can be expanded in them:

L_k′ = B_kF v + Σ_l B_kl L_l, B_kF = L_k′·v, B_kl = L_k′·L_l. (2)

Differentiating L_k·L_l = δ_kl gives B_kl = −B_lk. Differentiating L_k·v = 0 gives B_kF = −L_k·a″. Differentiating v·v = 1 gives v·a″ = 0, so a″ = −ΣB_kF L_k, and the curvature κ = |a″| obeys κ² = ΣB_kF². The B_kF are the curvature couplings and the B_kl the mode-mode couplings. From (2),

∂x/∂s = v + ΣQ_kL_k′ = η v + Σ_{k,l} Q_k B_kl L_l, η = 1 + ΣQ_k B_kF, ∂x/∂Q_l = L_l. (3)

In the orthonormal basis (v, L) the Jacobian matrix is triangular with diagonal (η, 1, …, 1), so the volume element is dx = η ds dQ. The coordinates are valid only where η > 0. At η = 0 neighbouring normal planes intersect. For one transverse mode this happens at the centre of curvature, a distance 1/κ from the path.

**First derivation: velocities and the metric**

By (3) the velocity is

ẋ = η ṡ v + Σ_l (Q̇_l + ṡ Σ_k Q_k B_kl) L_l,

and orthonormality gives

T = ½η²ṡ² + ½Σ_l (Q̇_l + ṡ Σ_k Q_k B_kl)².

The conjugate momenta are

P_l = ∂T/∂Q̇_l = Q̇_l + ṡ Σ_k Q_k B_kl,

p = ∂T/∂ṡ = η²ṡ + Σ_{k,l} Q_k B_kl P_l.

Define Π = p − Σ_{k,l} B_kl Q_k P_l, so that ṡ = Π/η². T is quadratic in the velocities, so the Hamiltonian is T + V written in momenta. Inserting ṡ in the first term of T and P_l in the second,

H = Π²/(2η²) + V₀(s) + Σ_k (½P_k² + ½ω_k²Q_k²). (4)

This is the reaction-path Hamiltonian. Its kinetic part is exact in the Euclidean space, and its potential is cut after Q².

For the quantum operator, start from ⟨ψ|T|ψ⟩ = ½∫|∇ψ|² dx with real ψ. The quantity |∇ψ|² is the inverse metric contracted with the coordinate derivatives of ψ, and the inverse metric is the quadratic form 2T(p, P) just found. Replacing p by ∂_sψ and P_l by ∂_lψ = ∂ψ/∂Q_l,

⟨T⟩ = ½∫η ds dQ [η⁻²(Dψ)² + Σ(∂_kψ)²], D = ∂_s − Σ_{k,l} B_kl Q_k ∂_l.

The vector field D has divergence −Σ_l B_ll = 0 in the flat measure ds dQ, so ∫f Dg ds dQ = −∫g Df ds dQ when boundary terms vanish. Integrating by parts and comparing with −½∫ψ Δψ η ds dQ gives

Δ = η⁻¹[D η⁻¹ D + Σ_k ∂_k η ∂_k]. (5)

**Second derivation: momenta and the gradient in the moving frame**

No Lagrangian is needed if the change of variables is treated as a point transformation. With Cartesian momentum 𝐩, the generating function G = −𝐩·x(s, Q) gives x = −∂G/∂𝐩, as required, and new momenta

p = −∂G/∂s = 𝐩·∂x/∂s, P_l = −∂G/∂Q_l = 𝐩·L_l.

Expand 𝐩 in the frame, 𝐩 = p_v v + ΣP_l L_l. The second relation shows that the normal components are the P_l themselves. The first, with (3), reads p = η p_v + ΣQ_kB_klP_l, so p_v = Π/η and

𝐩 = v Π/η + Σ_l L_l P_l.

Squaring, ½|𝐩|² = Π²/(2η²) + ½ΣP_l², which with (1) is (4). Here Π/η is the Cartesian momentum along the tangent. The subtraction in Π removes the part of p that only turns the normal axes, and 1/η converts a change of s into the distance actually travelled by a point displaced from the path.

The quantum version is the chain rule. From (3), ∂_lψ = L_l·∇ψ and ∂_sψ = η v·∇ψ + ΣQ_kB_kl ∂_lψ, so

∇ = v η⁻¹D + Σ_k L_k ∂_k.

The Laplacian is ∇·∇, in which the derivatives also act on the frame vectors. These depend on s only, so D acts on them as d/ds and ∂_l does not act on them. There are four products:

v·η⁻¹D(v η⁻¹Dψ) = η⁻¹D η⁻¹Dψ, because v·v′ = 0;

v·η⁻¹D(L_k ∂_kψ) = η⁻¹B_kF ∂_kψ, because v·L_k′ = B_kF and v·L_k = 0;

L_l·∂_l(v η⁻¹Dψ) = 0, because L_l·v = 0;

L_l·∂_l(L_k ∂_kψ) = δ_kl ∂_k²ψ.

Since ∂_kη = B_kF, one has ∂_k² + η⁻¹B_kF∂_k = η⁻¹∂_k η ∂_k, and the sum of the four is (5).

**The operator in the flat measure**

To normalise with ds dQ set φ = η^½ψ, so that T = −½η^½ Δ η^(−½). With g = η^(−½),

T = −½[g D g² D g + Σ_k g ∂_k g⁻² ∂_k g].

For the transverse part, ∂_k(gφ) = g ∂_kφ + (∂_kg)φ. Multiplying by g⁻² and using ∂_k g⁻¹ = −g⁻²∂_kg gives g⁻¹∂_kφ − (∂_k g⁻¹)φ. Differentiating again, the mixed terms cancel and leave g⁻¹∂_k²φ − (∂_k² g⁻¹)φ. After the factor g this is ∂_k²φ − gφ ∂_k²η^½, and ∂_k²η^½ = −¼B_kF² η^(−3/2). The transverse part of T is therefore ½ΣP_k² − κ²/(8η²).

For the path part, D obeys the product rule, so

g D(g³Dφ + g²(Dg)φ) = g⁴D²φ + 4g³(Dg)Dφ + φ g D(g²Dg) = D(g⁴Dφ) + φ g D(g²Dg).

Now g²Dg = −½η^(−5/2)Dη, whence g D(g²Dg) = −½η⁻³D²η + (5/4)η⁻⁴(Dη)². With Π = −iD and P_k = −i∂_k,

T = ½Π η⁻² Π + ½ΣP_k² − κ²/(8η²) + D²η/(4η³) − 5(Dη)²/(8η⁴). (6)

Applying D to a linear form gives D(ΣQ_k b_k) = ΣQ_k(b_k′ − Σ_l B_kl b_l). This yields Dη from b = B_F, and D²η by a second application. For a circle of radius R in a plane, η = r/R, Dη = 0 and p = m/R, and (6) reduces to the radial operator with (m² − ¼)/(2r²).

The program tests (4) and (6) on a space curve with varying curvature and a turning frame, at a point with η = 0.866. The kinetic energy from the numerically inverted metric and from (4) is 0.8141984976 both ways. The operator (6) applied to a test function reproduces −½η^½Δψ computed in Cartesian coordinates, −0.9371321180, at a point where the extra potential in (6) is −0.137.

**What each derivation assumes**

Both routes need the completeness expansion (2) and η > 0, and both take (1) unchanged. The first assumes a Lagrangian quadratic in the velocities. It reaches the quantum operator in weak form, through the volume element, the vanishing divergence of D and the absence of boundary terms. The second assumes only that the transformation is a point transformation. It gives the vector 𝐩 itself, so it transforms any function of momentum, and it yields (5) pointwise. It needs the volume element only for the final rescaling.

The routes differ most where completeness fails, which is the case of a free molecule. There x has 3N components, F = 3N − 6, and the L_k are also made orthogonal to the three translations and to the three rotation vectors R_α = e_α × a (the cross product taken atom by atom). Below, u × w denotes the sum over atoms of the cross products. Rotational invariance, ∇V·(e_α × x) = 0, gives a × v = 0. The choice of frame gives a × L_k = 0. The matrix RᵀR = I is the inertia tensor. The translation vectors are constant, so L_k′ stays orthogonal to them. The rotation vectors are not constant. Differentiating a × L_k = 0,

a × L_k′ = L_k × v ≡ c_k, so R_α·L_k′ = e_α·(a × L_k′) = c_kα.

Thus L_k′ leaves the span of (v, L). Write c = ΣQ_kc_k, ζ_kl = L_k × L_l and y = a + ΣQ_kL_k.

In the first route, a body frame turning with angular velocity Ω gives T = ½|ẏ|² + Ω·j + ½ΩᵀI(y)Ω with j = y × ẏ. Total angular momentum J = ∂T/∂Ω = 0 fixes Ω = −I⁻¹j and T = ½|ẏ|² − ½jᵀI⁻¹j. Because T is stationary in Ω there, the internal momenta are the velocity derivatives of this reduced T. The projector on the rotations is R I⁻¹Rᵀ, so |ẏ|² exceeds the Euclidean value by ṡ²cᵀI⁻¹c. In j the terms a × v and a × L vanish, while a × ΣQ_kL_k′ and ΣQ_kL_k × v each give c, so j = 2cṡ + ΣQ_kQ̇_lζ_kl + O(Q²). A small change δT of a Lagrangian changes the Hamiltonian by −δT at first order, and ṡ = p, Q̇ = P to leading order. Hence

T(J=0) − T of (4) = ½jᵀI⁻¹j − ½p² cᵀI⁻¹c + O(Q³), j = 2cp + π, π = ΣQ_kP_lζ_kl. (7)

In the second route the body-frame momentum has rotational components, 𝐩 = p_v v + ΣP_lL_l + Rλ. The condition J = y × 𝐩 = 0 reads Iλ + p_v c + π + O(Q²) = 0. The path momentum gains a term, p = ηp_v + ΣQ_kB_klP_l + λ·c, so p_v = (Π − λ·c)/η. Then ½|𝐩|² exceeds (4) by −pλ·c + ½λᵀIλ, which with λ = −I⁻¹(pc + π) is (3/2)p²cᵀI⁻¹c + 2p cᵀI⁻¹π + ½πᵀI⁻¹π. Expanding (7) gives (2 − ½)p²cᵀI⁻¹c + 2p cᵀI⁻¹π + ½πᵀI⁻¹π, the same expression.

So (4), read as the J = 0 Hamiltonian of a molecule, has a kinetic energy that is exact only through first order in Q. The second route shows the assumption that produces it, λ = 0, which sets the angular momentum to zero at the path geometry a rather than at the true geometry y. Equation (7) is classical, and its quantum ordering terms are not treated here. For a four-atom spring model away from equilibrium, the program finds that halving Q divides the defect of the inverse metric by 4.00, the defect after the correction (7) by 8.01, and the remainder of (1) by 7.99.

**The couplings from derivatives of V**

Differentiating ∇V = V₀′v along the path gives Φv = V₀″v + V₀′a″. Projecting on L_k,

B_kF = −L_kᵀΦv / V₀′. (8)

At a stationary point this is 0/0 and must be taken as a limit along the path, and the limit need not be finite. For V = ½(x₁² + γx₂²) with γ > 1 the gradient lines are x₂ ∝ x₁^γ. Their curvature goes as x₁^(γ−2), so it diverges at the minimum when γ < 2, that is when the squared transverse frequency is less than twice the squared frequency along the path. The straight lines x₁ = 0 and x₂ = 0 are the exceptions.

For B_kl let 𝒫 be the projector on the span of the L_k and K = 𝒫Φ𝒫. Differentiate KL_k = ω_k²L_k and project on L_l with l ≠ k: L_lᵀK′L_k + ω_l²B_kl = ω_k²B_kl. In K′ = 𝒫′Φ𝒫 + 𝒫Φ′𝒫 + 𝒫Φ𝒫′ the middle term gives the third derivative V‴(L_k, L_l, v). Next, 𝒫 = 1 − vvᵀ − RI⁻¹Rᵀ − (constant translation projector), and since L_l is orthogonal to v and R, only the terms with the derivative on the left factor survive:

L_lᵀ𝒫′ΦL_k = −(L_l·a″)(vᵀΦL_k) − (L_lᵀR′) I⁻¹ (RᵀΦL_k).

Here L_l·a″ = −B_lF and vᵀΦL_k = −V₀′B_kF by (8). Also L_l·R_α′ = L_l·(e_α × v) = −c_lα. Differentiating the invariance identity along L_k gives R_αᵀΦL_k = −V₀′ v·(e_α × L_k) = −V₀′c_kα. The expression equals −V₀′(B_kFB_lF + c_kᵀI⁻¹c_l), which is symmetric in k and l, so the third term of K′ repeats it:

B_kl = [V‴(L_k, L_l, v) − 2V₀′(B_kF B_lF + c_kᵀI⁻¹c_l)] / (ω_k² − ω_l²). (9)

The c term is absent in the Euclidean case. Against finite differences of the eigenvectors in the four-atom model the largest absolute errors are 3.7×10⁻⁹ for (8) and 7.2×10⁻⁹ for (9). Without the c term the latter is 4.6×10⁻². Where two frequencies come close, B_kl becomes large unless the numerator of (9) vanishes too, as it does when a symmetry kept along the path separates the two modes.

This part has derived the reaction-path Hamiltonian (4) and its quantum kinetic energy (6) in two ways, found the leading classical correction (7) for a molecule with J = 0, and expressed the couplings through derivatives of V. It remains to find the one-dimensional operator that survives when the transverse vibrations are fast, and to test it on the three-dimensional model.
